# Kubo-Greenwood conductivity and the cancellation of the diamagnetic term

## Theorem

Rydberg atomic units are used: $\hbar=1$, electron mass $m=1/2$, with $e^2$ kept as a symbol. Independent electrons of charge $-e$ have the one-particle Hamiltonian $H_0=p^2+V(\mathbf r)$, with $V$ a local potential, and velocity $\mathbf v=2\mathbf p$. Its eigenstates $|n\rangle$, spin included in the label, have energies $E_n$ and Fermi occupations $f_n=f(E_n)$ at a temperature $T>0$. The volume is $\Omega$ and the density is $n=\Omega^{-1}\sum_n f_n$. Write $E_{mn}=E_m-E_n$ and

$$F_{mn}=\frac{f_n-f_m}{E_m-E_n},\qquad F_{mn}=-f'(E_n)\ \text{ if } E_m=E_n .$$

Let the system be either (i) bounded, with a discrete spectrum, or (ii) an infinite periodic crystal, whose sums over states include the integral over the Brillouin zone. Then the volume-averaged current responds to a uniform field $\mathbf E\,e^{-izt}$, $z=\omega+i\eta$, $\eta>0$, with the conductivity

$$\boxed{\;\sigma_{ab}(z)=\frac{ie^2}{\Omega}\sum_{mn}F_{mn}\,\frac{v^a_{nm}v^b_{mn}}{z-E_{mn}}\;}\tag{1}$$

For $\eta\to0$ and $\omega>0$ its dissipative diagonal part is the Kubo-Greenwood formula

$$\mathrm{Re}\,\sigma_{aa}(\omega)=\frac{\pi e^2}{\Omega\,\omega}\sum_{mn}(f_n-f_m)\,|v^a_{mn}|^2\,\delta(\omega-E_{mn}).\tag{2}$$

The field here is the total uniform field acting on the electrons. Electron-electron interaction, local-field corrections and scattering by a bath are left out. Static disorder may be part of $V$.

The proof has three parts: the response with its diamagnetic term, a sum rule for that term, and the subtraction.

## Lemma 1: the response before cancellation

$$\sigma_{ab}(z)=\frac{ie^2}{z}\left[2n\,\delta_{ab}+\Pi_{ab}(z)\right],\qquad \Pi_{ab}(z)=\frac1\Omega\sum_{mn}\frac{(f_n-f_m)\,v^a_{nm}v^b_{mn}}{z-E_{mn}}.\tag{3}$$

**Proof.** Describe the field by a uniform vector potential, $\mathbf E=-d\mathbf A/dt$, with the speed of light absorbed in $\mathbf A$. For charge $-e$ the momentum becomes $\mathbf p+e\mathbf A$. Since $\mathbf A$ is uniform it commutes with $\mathbf p$, so

$$H=(\mathbf p+e\mathbf A)^2+V=H_0+e\mathbf A\cdot\mathbf v+e^2A^2 .$$

The last term is of second order and is dropped. The velocity operator in the field is $\partial H/\partial\mathbf p=\mathbf v+2e\mathbf A$, so the mean current density is

$$J_a=-\frac e\Omega\,\mathrm{Tr}\,\rho\,(v_a+2eA_a).\tag{4}$$

The one-particle density operator obeys $i\dot\rho=[H,\rho]$. Put $\rho=f(H_0)+\delta\rho$, with $\delta\rho$ and $\mathbf A$ both proportional to $e^{-izt}$. To first order,

$$z\,\delta\rho_{mn}=E_{mn}\,\delta\rho_{mn}+eA_b\,v^b_{mn}(f_n-f_m),$$

because $[v_b,f(H_0)]_{mn}=v^b_{mn}f_n-f_mv^b_{mn}$. Hence

$$\delta\rho_{mn}=eA_b\,\frac{(f_n-f_m)\,v^b_{mn}}{z-E_{mn}} .$$

There is no current at zeroth order. In case (i) $v^a_{nn}=0$, as Lemma 2 shows. In case (ii) the current is the zone integral of the derivative of a periodic function of $\mathbf k$, namely of $\mathrm{Tr}\,\Phi(H_{\mathbf k})$ with $\Phi'=f$, and this vanishes. The first-order part of (4) is

$$J_a=-e^2\left[2n\,\delta_{ab}+\Pi_{ab}(z)\right]A_b .$$

From $\mathbf E=-d\mathbf A/dt=iz\mathbf A$ we have $A_b=E_b/(iz)$, and $-1/(iz)=i/z$ gives (3). ∎

The term $2n$ is $n/m$ with $m=1/2$. It is the diamagnetic term, present even if the state does not change. The term $\Pi$ is paramagnetic and comes from the change of the state. The prefactor $1/z$ makes (3) delicate at low frequency: any part of the bracket that fails to vanish as $z\to0$ gives a diverging response.

## Lemma 2: the sum rule in a bounded system

$$S_{ab}\equiv\frac1\Omega\sum_{mn}F_{mn}\,v^a_{nm}v^b_{mn}=2n\,\delta_{ab}.\tag{5}$$

**Proof.** In a bounded system the position operator maps admissible states to admissible states; with hard walls, $x_b\psi$ vanishes at the walls if $\psi$ does. Since $V$ is local, it commutes with $x_b$, and $[p^2,x_b]=-2ip_b$. Therefore $v_b=i[H_0,x_b]$, or

$$v^b_{mn}=iE_{mn}\,x^b_{mn}.\tag{6}$$

Velocity elements between states of equal energy vanish, the diagonal ones included. For unequal energies $F_{mn}v^b_{mn}=i(f_n-f_m)x^b_{mn}$, and for equal energies both sides are zero. So

$$S_{ab}=\frac i\Omega\sum_{mn}(f_n-f_m)\,v^a_{nm}x^b_{mn}.$$

In the part with $f_n$ the sum over $m$ is complete and gives $\sum_nf_n(v_ax_b)_{nn}$. In the part with $f_m$ the sum over $n$ is complete and gives $\sum_mf_m(x_bv_a)_{mm}$. Their difference contains the commutator $[v_a,x_b]=2[p_a,x_b]=-2i\delta_{ab}$:

$$S_{ab}=\frac i\Omega\sum_nf_n\,[v_a,x_b]_{nn}=\frac i\Omega(-2i)\,\delta_{ab}\sum_nf_n=2n\,\delta_{ab}.\qquad∎$$

This is the f-sum rule in thermal form. If one state $n$ alone is occupied, the orders $(m,n)$ and $(n,m)$ contribute equally, and for $a=b$ (5) becomes $\sum_m|v^a_{mn}|^2/E_{mn}=1$: the oscillator strengths add up to one.

## Lemma 3: the sum rule in a crystal

Equation (5) also holds in case (ii), provided that the equal-energy terms $F=-f'$ are kept.

**Proof.** The position operator does not preserve the Bloch boundary conditions, so the proof of Lemma 2 is not available. Use instead the Hamiltonian for the periodic parts of the Bloch functions,

$$H_{\mathbf k}=(\mathbf p+\mathbf k)^2+V,\qquad v_a(\mathbf k)=\frac{\partial H_{\mathbf k}}{\partial k_a}=2(p_a+k_a),\qquad \frac{\partial v_b}{\partial k_a}=2\delta_{ab}.$$

For a reciprocal lattice vector $\mathbf G$, $H_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}H_{\mathbf k}e^{i\mathbf G\cdot\mathbf r}$, and $v_b$ transforms in the same way. The trace $\mathrm{Tr}\,f(H_{\mathbf k})v_b(\mathbf k)$ is thus periodic in $\mathbf k$, and its derivative integrates to zero over the zone:

$$\int d\mathbf k\left\{\mathrm{Tr}\left[\frac{\partial f(H_{\mathbf k})}{\partial k_a}\,v_b\right]+2\delta_{ab}\,\mathrm{Tr}\,f(H_{\mathbf k})\right\}=0.\tag{7}$$

The derivative of $f(H_{\mathbf k})$ follows from the resolvent. At $T>0$ the Fermi function is analytic in a strip around the real axis, so $f(H)=\oint\frac{dw}{2\pi i}f(w)(w-H)^{-1}$ on a contour in that strip around the spectrum. Since $\partial_a(w-H)^{-1}=(w-H)^{-1}v_a(w-H)^{-1}$,

$$\left(\partial_af(H)\right)_{mn}=v^a_{mn}\oint\frac{dw}{2\pi i}\,\frac{f(w)}{(w-E_m)(w-E_n)}=-F_{mn}\,v^a_{mn}.$$

For $E_m\ne E_n$ the two residues add to $(f_m-f_n)/(E_m-E_n)=-F_{mn}$. For $E_m=E_n$ the double pole gives $f'=-F_{mn}$. Insert this in (7), exchange the labels $m,n$, under which $F$ is symmetric, and divide by the volume. The result is (5). ∎

## Proof of the theorem

The definition of $F$ gives $f_n-f_m=F_{mn}E_{mn}$ for every pair, also when both sides vanish. Replace $2n\delta_{ab}$ in (3) by $S_{ab}$ and combine term by term:

$$F_{mn}+\frac{F_{mn}E_{mn}}{z-E_{mn}}=F_{mn}\,\frac{z}{z-E_{mn}} .$$

The factor $z$ cancels the prefactor $1/z$, and (1) follows.

For $a=b$ the weights $F_{mn}|v^a_{mn}|^2$ are real, and the real part of $i/(\omega-E+i\eta)$ is $\eta/[(\omega-E)^2+\eta^2]$, which tends to $\pi\delta(\omega-E)$. At $\omega>0$ the delta function allows $F_{mn}=(f_n-f_m)/\omega$, which gives (2). ∎

## Remark 1: what cancels, and what remains

In the proof the diamagnetic term is cancelled by $-S_{ab}$. This is the static paramagnetic response in the equilibrium sense, with the electrons occupying the eigenstates of $H_0+e\mathbf A\cdot\mathbf v$ at fixed chemical potential. A constant uniform $\mathbf A$ merely shifts $\mathbf k$ by $e\mathbf A$ in a crystal, and the total equilibrium current stays zero.

The limit $z\to0$ of the dynamic response is a different quantity. In $\Pi(z)$ the equal-energy terms have numerator zero at every $z\neq0$, since a uniform field does not redistribute electrons among them. In a bounded system nothing is lost, because these velocity elements vanish, and $\Pi_{ab}(0)=-2n\delta_{ab}$. In a crystal, $2n\delta_{ab}+\Pi_{ab}(z\to0)$ equals the equal-energy part of $S_{ab}$. In (1) this part appears as $iD_{ab}/z$, where $D$ is the Drude weight, and contributes $\pi D_{aa}\delta(\omega)$ to the real part.

In one dimension, with $v_{nn}=\partial E_n/\partial k$,

$$\frac{D}{e^2}=\frac1\Omega\sum_{nk}\left(-f'\right)\left(\frac{\partial E_n}{\partial k}\right)^2=\frac1\Omega\sum_{nk}f\,\frac{\partial^2E_n}{\partial k^2}.\tag{8}$$

The second form follows by integrating $\partial_k(f\,\partial_kE)=f'(\partial_kE)^2+f\,\partial_k^2E$ over the zone. Two limits are immediate. Free electrons have $E=k^2$, hence $D=2ne^2$: there are no interband terms and nothing reduces the diamagnetic response. In an insulator with $k_BT$ far below the gap, $-f'$ is negligible on all bands, $D\to0$, and interband terms alone cancel the diamagnetic term.

## Remark 2: total weight and the picture in time

Exchanging $m$ and $n$ shows that $\mathrm{Re}\,\sigma_{aa}$ is even in $\omega$. Each Lorentzian has area $\pi$ over the whole axis, so (5) gives, for any $\eta$,

$$\int_0^\infty\mathrm{Re}\,\sigma_{aa}\,d\omega=\frac{\pi e^2}2S_{aa}=\pi ne^2 .\tag{9}$$

For $\eta\to0$ half of the Drude peak is counted.

Now switch on a constant $A_0$ suddenly at $t=0$, so that $E=-A_0\delta(t)$. Since $\int_0^\infty e^{i(z-E_{mn})t}dt=i/(z-E_{mn})$, equation (1) corresponds to

$$J(t)=-\frac{e^2A_0}\Omega\sum_{mn}F_{mn}|v_{mn}|^2\cos(E_{mn}t).$$

At $t=0^+$ the sum is $2n$: the state has had no time to change, and the current is purely diamagnetic. The paramagnetic current then builds up. In a crystal the interband cosines dephase, and $-DA_0$ remains.

## Remark 3: incomplete sets of bands

If only some bands are kept, their static sum $S^{\rm kept}$ falls short of $2n$. Formula (3) with the full diamagnetic term then differs from (1), evaluated with the same bands, by

$$\Delta\sigma=\frac{ie^2}z\left(2n-S^{\rm kept}\right),\tag{10}$$

a false Drude term. Formula (1) contains the subtraction already and loses just the missing transitions.

A nonlocal potential invalidates the derivation as it stands. Then $i[H_0,\mathbf r]$ is no longer $2\mathbf p$, and the coupling to $\mathbf A$ has further terms, so the diamagnetic term is no longer simply $2n$.

## Example: a metal and an insulator

Take parallel uncoupled chains with lattice constant $6\,a_0$ and area $36\,a_0^2$ per chain, with motion across the chains frozen. Along a chain $V=2V_G\cos(2\pi x/6a_0)$, with $V_G=0.15$ Ry and $k_BT=0.01$ Ry. The gap at the zone edge is 0.299 Ry. One electron per cell of $216\,a_0^3$ gives a metal, two an insulator.

**Sum rule.** In units of $e^2\,\mathrm{Ry}/(\hbar^2a_0)$ the metal has the diamagnetic term $2n=2/216=9.259\times10^{-3}$. The interband sum is $2.083\times10^{-3}$ and the equal-energy part is $7.176\times10^{-3}$; together they restore $9.259\times10^{-3}$. The static paramagnetic response, found separately by a finite difference of the equilibrium state in a small constant $A$, is $-9.259\times10^{-3}$. The Drude share is $7.176/9.259=0.775$, and the band curvature in (8) gives the same value. In the insulator the equal-energy part is about $4\times10^{-9}$, against $2n=1.852\times10^{-2}$.

**Time evolution.** Equation (1) was tested against direct quantum propagation after a small step in $A$, without perturbation theory. At the four frequencies examined the two agree within $2\times10^{-4}$ of $2ne^2/|z|$. The calculation uses 60 $k$ points. At late times the current still oscillates: the interband terms dephase only slowly, and a finite $k$ grid adds recurrences within this time range. The current is therefore averaged with a Hann window over $150\le t\le300\ \hbar/\mathrm{Ry}$. Relative to its initial diamagnetic value, this average is 0.775 in the metal. In the insulator it is of order $10^{-5}$, a residue of the oscillation that depends on the $k$ grid and the window, consistent with zero within the test tolerance of $3\times10^{-3}$; this average does not resolve the insulator's Drude share of $2\times10^{-7}$.

**Low frequency.** With $\eta=0.05$ Ry the Drude term of the metal at $\omega=0$ is $D/\eta=7.176\times10^{-3}/0.05=0.1435$ in units of $e^2/(\hbar a_0)$. The full value is 0.1437, or $6.6\times10^5$ S/m; the small rest is the tail of the broadened interband transitions. This number measures the chosen $\eta$ and is not a predicted resistivity, since the model has no scattering. The insulator's value of 0.0068 is likewise a Lorentzian tail, proportional to $\eta$ when $\eta$ is small compared with the gap but large enough that the thermal Drude term $D/\eta$ is negligible. At $\eta=0.05$ Ry that term is only about $8\times10^{-8}$, but it grows as $\eta\to0$.

**Absorption.** For the insulator at $\omega=0.5$ Ry and $\eta\to0$, the two lowest bands are in resonance at $k=\pm0.334\,a_0^{-1}$. In (2) the sum over states per volume is $2\int dk/(2\pi)$ divided by the area $\mathcal A$ per chain, with 2 for spin. Each resonant point contributes the inverse slope of the gap, $|E_{21}'|=1.696\,a_0$ Ry. With $f_1-f_2\simeq1$ and $|v_{12}|=0.632\,a_0\,\mathrm{Ry}/\hbar$,

$$\mathrm{Re}\,\sigma=\frac{\pi e^2}{\omega\mathcal A}\cdot2\cdot\frac{2}{2\pi}\,\frac{|v_{12}|^2}{|E_{21}'|}=\frac{2\,(0.632)^2}{0.5\cdot36\cdot1.696}\,\frac{e^2}{\hbar a_0}=0.0262\,\frac{e^2}{\hbar a_0},$$

or $1.2\times10^5$ S/m. Extrapolating the unsubtracted formula (3) to $\eta=0$ on a dense $k$ grid gives the same three digits. The value at $\eta=0.05$ Ry is higher, 0.0320, because the tail of the Lorentzian collects weight from the strong absorption peak at the gap edge, near 0.3 Ry.

**Truncation.** With two bands the static sum of the insulator reaches 0.98066 of $2n$ on the 60-point $k$ grid; the last digits are not converged. At $z=i\eta$ equation (10) predicts the false addition $(1-0.98066)\times0.01852/0.05=0.0072$ in units of $e^2/(\hbar a_0)$. Indeed (3) gives 0.0140, while (1) with the same two bands gives 0.0068, as with all nine bands of the basis. A deficit of two per cent in the sum rule has doubled the result.

**Bounded case.** For a box of length $24\,a_0$ with hard walls and a potential without mirror symmetry, transitions between different levels alone give 0.999998 of the diamagnetic term in a basis of 150 sine functions, the small deficit being due to the truncation of the basis, and relation (6) was tested for the ten lowest states. The remaining values are in the numerical output.

## Computed results

```
lattice constant 6.0 a0, area per chain 36.0 a0^2
V_G 0.15 Ry, kT 0.01 Ry, eta 0.05 Ry, k points 60
gap at zone edge 0.29860 Ry
unit e^2/(hbar a0) = 4.59985e+06 S/m
weights below in e^2 Ry/(hbar^2 a0)
metal: mu 0.01856 Ry, density 4.629630e-03 a0^-3
  diamagnetic 2n         9.259259e-03
  static paramagnetic    -9.259259e-03 (finite difference)
  interband part of sum  2.083004e-03
  equal-energy part      7.176255e-03
  Drude from curvature   7.176254e-03
  Drude share of 2n      0.775035
insulator: mu 0.26540 Ry, density 9.259259e-03 a0^-3
  diamagnetic 2n         1.851852e-02
  static paramagnetic    -1.851852e-02 (finite difference)
  interband part of sum  1.851851e-02
  equal-energy part      3.780698e-09
  Drude from curvature   3.799157e-09
  Drude share of 2n      0.000000
step in A: current / initial diamagnetic current
  metal: late-time average 0.77504
  insulator: late-time average 0.00001
Re sigma, e^2/(hbar a0): omega (Ry), formula, propagation
  metal 0.0 1.436999e-01 1.436998e-01
  metal 0.2 8.672171e-03 8.672169e-03
  metal 0.5 3.231460e-03 3.231478e-03
  metal 0.8 5.346863e-03 5.346864e-03
  insulator 0.0 6.841473e-03 6.841574e-03
  insulator 0.2 2.120161e-02 2.120159e-02
  insulator 0.5 3.201460e-02 3.201461e-02
  insulator 0.8 7.826964e-03 7.826966e-03
metal at omega=0: 6.6100e+05 S/m (set by eta)
integral of Re sigma over omega>0, divided by pi*n*e^2
  metal: 1.000000
  insulator: 1.000000
insulator, omega 0.5 Ry, eta->0: resonant k 0.33384 a0^-1
  |v12| 0.63241 a0 Ry/hbar, gap slope 1.69598 a0 Ry
  delta form   2.620229e-02 e^2/(hbar a0)
  extrapolated 2.623260e-02 e^2/(hbar a0)
  delta form   1.2053e+05 S/m
insulator, omega=0, Re sigma in e^2/(hbar a0)
  all 9 bands: 6.841473e-03
  bands, static sum/2n, subtracted, uncancelled
  2 0.980660 6.833356e-03 1.399643e-02
  3 0.999536 6.841409e-03 7.013343e-03
hard-wall box: length 24.0 a0, mu 0.2 Ry
  electrons 4.90312, static sum/diamagnetic 0.9999984
```
